# Hump of a uniform component driven by a step in another component

## What goes wrong with separate Fick laws

Join two alloys that contain the same amount of component 1 but different amounts of component 2. If each component is given its own Fick law, \(J_1=-D\,\partial_x c_1\), the flat profile of component 1 carries no flux and stays flat. If the flux of component 1 also responds to the gradient of component 2, the profile does not stay flat: component 1 piles up on one side of the joint and is depleted on the other.

Forcing such a profile back into a single Fick law gives an apparent diffusivity \(-J_1/\partial_x c_1\) that is negative between the two extrema and diverges at them. The cure is a diffusivity matrix, and when it is constant the problem can be solved in closed form. The upper triangular case treated here is the simplest.

The word "transient" needs care here. In an infinite couple the hump keeps a constant height and moves outwards. It is transient at a fixed point, and in a couple of finite length.

## Model and conventions

Let \(c_1,c_2\) be the atomic fractions of two components of a ternary solid solution; a third makes up the rest. The molar volume is constant and fluxes refer to the volume-fixed frame. With fractions as concentrations, a flux has the unit of a velocity. The model is

\[
J_1=-D_{11}\,\partial_x c_1-D_{12}\,\partial_x c_2,\qquad
J_2=-D_{22}\,\partial_x c_2,\qquad
\partial_t c_i=-\partial_x J_i ,
\]

with constant coefficients and \(D_{11},D_{22}>0\). The sign of \(D_{12}\) is free. Setting \(D_{21}=0\) means that a gradient of component 1 does not drive component 2. Hence

\[
\partial_t c_1=D_{11}\,\partial_x^2c_1+D_{12}\,\partial_x^2c_2,\qquad
\partial_t c_2=D_{22}\,\partial_x^2c_2 .
\]

At \(t=0\), \(c_1=c_{10}\) everywhere and \(c_2=\bar c_2+\tfrac{\Delta}{2}\,\mathrm{sgn}\,x\), where \(\Delta=c_2(\text{right})-c_2(\text{left})\). The couple is infinite at first.

## Solution

For \(i=1,2\) define

\[
E_i=\operatorname{erf}\frac{x}{2\sqrt{D_{ii}t}},\qquad
g_i=\partial_xE_i=\frac{e^{-x^2/4D_{ii}t}}{\sqrt{\pi D_{ii}t}} .
\]

Differentiating the argument of the error function with respect to time gives \(\partial_tE_i=-(x/2t)\,g_i\). A second space derivative gives \(D_{ii}\,\partial_x^2E_i=D_{ii}\left(-x/2D_{ii}t\right)g_i=-(x/2t)\,g_i\). So \(E_i\) solves the diffusion equation with diffusivity \(D_{ii}\), and it tends to \(\mathrm{sgn}\,x\) as \(t\to0\). Therefore

\[
c_2=\bar c_2+\frac{\Delta}{2}E_2 .
\]

To remove the coupling, try \(u=c_1-\alpha c_2\) with constant \(\alpha\):

\[
\partial_tu=D_{11}\,\partial_x^2c_1+(D_{12}-\alpha D_{22})\,\partial_x^2c_2 .
\]

The right side equals \(D_{11}\,\partial_x^2u\) if \(D_{12}-\alpha D_{22}=-\alpha D_{11}\), that is, for \(D_{11}\ne D_{22}\),

\[
\alpha=\frac{D_{12}}{D_{22}-D_{11}} .
\]

Although \(c_1\) starts flat, \(u\) starts with a step: \(u(x,0)=c_{10}-\alpha\bar c_2-\tfrac{\alpha\Delta}{2}\,\mathrm{sgn}\,x\). This step spreads with \(D_{11}\), so \(u=c_{10}-\alpha\bar c_2-\tfrac{\alpha\Delta}{2}E_1\). Adding \(\alpha c_2\) gives

\[
\boxed{\,c_1-c_{10}=\frac{\alpha\Delta}{2}\,(E_2-E_1)\,}
\]

The flat profile is a sum of two opposite steps that cancel at the start. They spread at different rates, and the hump is what the cancellation leaves over.

Exchanging \(D_{11}\) and \(D_{22}\) at fixed \(D_{12}\) reverses the signs of both \(\alpha\) and \(E_2-E_1\). The profile of \(c_1\) is unchanged, so by itself it cannot tell which diffusivity belongs to which component. The profile of \(c_2\) can.

## Position, side and height

The slope is

\[
\partial_xc_1=\frac{\alpha\Delta}{2}(g_2-g_1).
\]

It vanishes where \(g_1=g_2\). Taking logarithms,

\[
\frac{x^2}{4t}\left(\frac1{D_{11}}-\frac1{D_{22}}\right)=\frac12\ln\frac{D_{22}}{D_{11}} ,
\]

and so the extrema lie at \(x=\pm x_m\) with

\[
x_m=\lambda\sqrt t,\qquad
\lambda^2=\frac{2D_{11}D_{22}}{D_{22}-D_{11}}\ln\frac{D_{22}}{D_{11}} .
\]

The logarithm and the difference have the same sign, so \(\lambda^2>0\).

For \(x>0\) the larger diffusivity gives the smaller error function, so \(E_2-E_1\) has the sign of \(D_{11}-D_{22}\). Multiplied by \(\alpha\Delta\), this gives \(c_1-c_{10}\) the sign of \(-D_{12}\Delta\) on the right and the opposite sign on the left. For \(D_{12}>0\), component 1 gathers on the side poor in component 2.

At \(x_m\) the time cancels from both error functions, and the height is

\[
h=\left|\frac{\alpha\Delta}{2}\right|\,
\left|\operatorname{erf}\frac{\lambda}{2\sqrt{D_{22}}}-\operatorname{erf}\frac{\lambda}{2\sqrt{D_{11}}}\right| .
\]

It is constant because the initial state contains no length. An observer at fixed \(x\) does see a transient: the extremum passes at \(t=x^2/\lambda^2\). Long afterwards, \(\operatorname{erf}z\approx2z/\sqrt\pi\) gives

\[
c_1-c_{10}\approx\frac{\alpha\Delta}{2}\,\frac{x}{\sqrt{\pi t}}\left(\frac1{\sqrt{D_{22}}}-\frac1{\sqrt{D_{11}}}\right),
\]

a decay as \(t^{-1/2}\).

**Fast component 1.** Let \(r=D_{22}/D_{11}\to0\). The arguments in \(h\) are \(\sqrt{\ln r/2(r-1)}\to\infty\) for \(D_{22}\) and \(\sqrt{r\ln r/2(r-1)}\to0\) for \(D_{11}\). Hence \(h\to|\alpha\Delta/2|\to|D_{12}\Delta|/2D_{11}\).

**Nearly equal diffusivities.** As \(D_{22}\to D_{11}=D\), \(\alpha\) diverges but \((E_2-E_1)/(D_{22}-D_{11})\) tends to

\[
\frac{\partial}{\partial D}\operatorname{erf}\frac{x}{2\sqrt{Dt}}=-\frac{x}{2\sqrt{\pi t}\,D^{3/2}}\,e^{-x^2/4Dt}.
\]

Multiplying by \(D_{12}\Delta/2\),

\[
c_1-c_{10}\to-\frac{D_{12}\Delta}{4\sqrt\pi\,D}\,\frac{x}{\sqrt{Dt}}\,e^{-x^2/4Dt}.
\]

The extrema are at \(x_m=\sqrt{2Dt}\), and inserting this gives \(h=|D_{12}\Delta|/(2D\sqrt{2\pi e})\approx0.121\,|D_{12}\Delta|/D\).

## Where transport is uphill

Insert the slopes into \(J_1\) and use \(D_{12}=\alpha(D_{22}-D_{11})\):

\[
J_1=-\frac{\alpha\Delta}{2}\left[D_{11}(g_2-g_1)+(D_{22}-D_{11})g_2\right]
=-\frac{\alpha\Delta}{2}\left(D_{22}g_2-D_{11}g_1\right).
\]

Since \(D_{ii}g_i=\sqrt{D_{ii}/\pi t}\;e^{-x^2/4D_{ii}t}\) grows with \(D_{ii}\) at every \(x\), the bracket has the sign of \(D_{22}-D_{11}\). The flux therefore has the sign of \(-D_{12}\Delta\) everywhere.

At the centre \(g_i\propto D_{ii}^{-1/2}\), so \(g_2-g_1\) has the sign of \(D_{11}-D_{22}\), and the slope of \(c_1\) also has the sign of \(-D_{12}\Delta\). Flux and slope agree in sign there: component 1 moves towards higher \(c_1\). The slope changes sign at \(\pm x_m\) and nowhere else, because \(\ln(g_1/g_2)\) is linear in \(x^2\). Transport is thus uphill for \(|x|<x_m\) and downhill for \(|x|>x_m\).

At \(x=0\), factor \(D_{22}-D_{11}=(\sqrt{D_{22}}-\sqrt{D_{11}})(\sqrt{D_{22}}+\sqrt{D_{11}})\) in \(\alpha\):

\[
J_1(0,t)=-\frac{\alpha\Delta}{2}\,\frac{\sqrt{D_{22}}-\sqrt{D_{11}}}{\sqrt{\pi t}}
=-\frac{D_{12}\Delta}{2\sqrt{\pi t}\,(\sqrt{D_{11}}+\sqrt{D_{22}})} .
\]

Integration over time gives the amount that has crossed the joint,

\[
M(t)=\frac{|D_{12}\Delta|\sqrt t}{\sqrt\pi\,(\sqrt{D_{11}}+\sqrt{D_{22}})} .
\]

The height stays constant while the width and the content of the hump grow as \(\sqrt t\).

## The diffusion path

Since \(c_1\) and \(c_2\) depend on \(x/\sqrt t\) alone, they trace a fixed curve in the composition plane. Its slope is

\[
\frac{dc_1}{dc_2}=\alpha\,\frac{g_2-g_1}{g_2}=\alpha\left(1-\frac{g_1}{g_2}\right).
\]

At the joint the slope is \(\alpha(1-\sqrt{D_{22}/D_{11}})\). Far out, if \(D_{11}>D_{22}\), \(g_1/g_2\to\infty\) and the path reaches its end compositions along the \(c_1\) direction. If \(D_{22}>D_{11}\), \(g_1/g_2\to0\) and it arrives with slope \(\alpha\). The path thus distinguishes the two cases that share one profile of \(c_1\).

## What thermodynamics allows

Let \(\mu_1,\mu_2\) be the chemical potentials relative to that of the third component. Near a uniform stable state, \(\delta c=S\,\delta\mu\) with \(S\) symmetric and positive definite, and \(J=-L\,\partial_x\mu\) with \(L\) also symmetric and positive definite. Then \(D=LS^{-1}\), or

\[
L=DS=\begin{pmatrix}D_{11}S_{11}+D_{12}S_{12}&D_{11}S_{12}+D_{12}S_{22}\\ D_{22}S_{12}&D_{22}S_{22}\end{pmatrix}.
\]

Equal off-diagonal elements require \((D_{22}-D_{11})S_{12}=D_{12}S_{22}\), so \(S_{12}=\alpha S_{22}\). At constant \(\mu_1\), \(dc_1=S_{12}\,d\mu_2\) and \(dc_2=S_{22}\,d\mu_2\). Therefore

\[
\alpha=\left(\frac{\partial c_1}{\partial c_2}\right)_{\mu_1}.
\]

The scale of the hump is an equilibrium property, although \(\alpha\) was found from diffusivities. Positivity of \(\det S\) adds \(S_{11}/S_{22}>\alpha^2\). Then \(L\) is positive too, since \(L_{22}=D_{22}S_{22}>0\) and \(\det L=D_{11}D_{22}\det S>0\).

If \(D_{11}=D_{22}\), symmetry demands \(D_{12}S_{22}=0\), hence \(D_{12}=0\). The equal-diffusivity hump is a mathematical limit that no stable solution of this kind reaches. With \(S_{11}/S_{22}\) bounded, \(|D_{12}|<|D_{22}-D_{11}|\sqrt{S_{11}/S_{22}}\), and the hump disappears as the diffusivities approach each other.

Uphill in \(c_1\) need not mean uphill in \(\mu_1\). Inverting \(S\) gives \(\delta\mu_1=(S_{22}/\det S)(\delta c_1-\alpha\,\delta c_2)\), so \(\mu_1\) follows \(u\), and \(-\partial_x\mu_1\) has the sign of \(\alpha\Delta\). The flux has the sign of \(\alpha\Delta(D_{11}-D_{22})\). For \(D_{11}>D_{22}\), component 1 moves down the gradient of \(\mu_1\). For \(D_{22}>D_{11}\) it moves up even that, driven through \(L_{12}\) by the gradient of \(\mu_2\). The total dissipation, proportional to \((\partial_x\mu)^{T}L\,\partial_x\mu\), is positive in both cases.

These statements, and the meaning of \(\alpha\), refer to \(\mu_1\) measured relative to the third component. By the Gibbs–Duhem relation the chemical potential of component 1 itself changes as \((1-c_1)\,d\mu_1-c_2\,d\mu_2\). When \(D_{11}\gg D_{22}\), \(\mu_1\) is nearly flat at the joint and the second term can decide the sign, so the flux there can run up that potential.

## A couple of finite length

Close the ends at \(x=\pm\ell\). Zero \(J_2\) there means \(\partial_xc_2=0\), and zero \(J_1\) then means \(\partial_xc_1=0\). The combination \(u\) satisfies the same condition, so the earlier argument holds with \(E_i\) replaced by the closed-couple solution. The odd modes with zero slope at the ends are \(\sin k_nx\), \(k_n=(n+\tfrac12)\pi/\ell\), \(n=0,1,\dots\) The coefficient of \(\mathrm{sgn}\,x\) is

\[
\frac2\ell\int_0^\ell\sin k_nx\,dx=\frac{2}{\ell k_n}=\frac{4}{\pi(2n+1)},
\]

and therefore

\[
c_1-c_{10}=\frac{\alpha\Delta}{2}\sum_{n}\frac{4\sin k_nx}{\pi(2n+1)}\left(e^{-D_{22}k_n^2t}-e^{-D_{11}k_n^2t}\right).
\]

For \(x>0\) each of the two sums stays between 0 and 1 by the maximum principle, so the rise cannot exceed \(|\alpha\Delta/2|\). It can exceed \(h\). The slowest mode gives the final decay rate \(\min(D_{11},D_{22})\,\pi^2/4\ell^2\).

The central flux is \(-\tfrac{\alpha\Delta}{2}(D_{22}G_2-D_{11}G_1)\) with \(G_i=(2/\ell)\sum_n e^{-D_{ii}k_n^2t}\). At first the term with the larger diffusivity dominates, as in the infinite couple. At late times the term with the smaller one survives. The two have opposite signs, so the flux reverses and component 1 flows back.

## Worked example

Take round model parameters with a fast component 1: \(D_{11}=25\), \(D_{22}=1\), \(D_{12}=6\ \mu\mathrm{m}^2/\mathrm h\), and \(c_{10}=0.02\). Component 2 has fraction 0.03 on the left and 0.07 on the right, so \(\Delta=0.04\). Then

\[
\alpha=\frac{6}{1-25}=-0.25,\qquad \left|\frac{\alpha\Delta}{2}\right|=0.005,\qquad
\lambda^2=\frac{2\cdot25\cdot1}{24}\ln25=6.706\ \mu\mathrm m^2/\mathrm h .
\]

With \(\lambda=2.590\ \mu\mathrm m/\mathrm h^{1/2}\), the arguments in \(h\) are 1.295 and 0.259, and

\[
h=0.005\,(0.9329-0.2858)=0.00324 .
\]

The fraction of component 1 reaches 0.0232 at the hump and 0.0168 at the dip. Since \(D_{12}\Delta>0\), the hump is on the left, at \(-12.9\ \mu\mathrm m\) after 25 h and \(-25.9\ \mu\mathrm m\) after 100 h. It passes \(x=-20.5\ \mu\mathrm m\) at \(20.5^2/6.706=62.7\) h.

The profile on the left at 100 h is:

| \(x\) (µm) | \(c_1\) |
|---|---|
| −100 | 0.0208 |
| −50 | 0.0224 |
| −25.9 | 0.0232 |
| −10 | 0.0220 |
| 0 | 0.0200 |

The inner flank is steep and the outer one long. At \(-50\ \mu\mathrm m\), \(E_2\) is already close to \(-1\), and the remaining variation is that of \(E_1\), which has the larger diffusion length.

At 100 h the central flux and the amount carried across are

\[
J_1(0)=-\frac{0.24}{2\sqrt{100\pi}\cdot6}=-1.13\times10^{-3}\ \mu\mathrm m/\mathrm h,\qquad
M=\frac{0.24\cdot10}{\sqrt\pi\cdot6}=0.226\ \mu\mathrm m .
\]

The flux is negative, towards the hump. The amount is the thickness of a layer of pure component 1 with the same content.

Now close the couple at \(\ell=200\ \mu\mathrm m\). Summing 300 terms of the series and searching numerically for the maximum in time gives a largest rise at the left wall of 0.00484 at about 2890 h (120 days). This is 1.5 times \(h\) and just below the bound 0.005. The leading fast mode has by then shrunk to \((4/\pi)e^{-4.46}\approx0.015\), while the slow step is still almost complete at the wall. Component 1 has nearly equalized \(\mu_1\), and \(c_1\) follows \(\alpha c_2\) up to a constant.

The integral of the series over the left half has its maximum, 0.711 µm, at about 1920 h. The central flux reverses then, before the rise at the wall peaks. The final decay rate is \(\pi^2/(4\cdot200^2)=6.17\times10^{-5}\ \mathrm h^{-1}\), a decay time of about 16 200 h (675 days). At 20 000 h a rise of 0.00185 remains at the wall. The fast component created the hump, but the slow one sets its lifetime.

## Where the result fails

A constant \(D_{12}\) cannot hold down to \(c_1=0\), because a region empty of component 1 cannot supply a flux of it. The solution needs the largest change of \(c_1\) to be well below \(c_{10}\); in the example the ratio is 0.16 for the infinite couple and reaches 0.24 in the closed one. The step \(\Delta\) must also be small enough for the matrix to be nearly constant across it. If \(D_{21}\ne0\), the equation for \(c_2\) is no longer closed and both eigenvectors of the matrix change. A constant matrix \(LS^{-1}\) still has positive eigenvalues, and each eigen-combination of \(c_1\) and \(c_2\) still spreads as an error function, but the formulas above must be redone with the new eigenvalues and eigenvectors. The infinite-couple formulas hold while \(\sqrt{D_{ii}t}\) is well below \(\ell\) for both components.

Numbers in the example were calculated in double precision.
